# The hcp structure factor and the limits of its extinction rule

**Question**

I am setting up a plane-wave calculation for an hcp crystal and am stuck on an exercise: derive the structure factor, show that its squared magnitude can only be 0, 1, 3 or 4, and show that it is zero when $l$ is odd and $h+2k$ is a multiple of three.

I wrote $S=1+e^{-i\mathbf G\cdot\boldsymbol\tau}$, but I have two sets of notes. One puts the second atom at $(\tfrac13,\tfrac23,\tfrac12)$, the other at $(\tfrac13,\tfrac13,\tfrac12)$. For $(h,k,l)=(1,1,1)$ the first gives $|S|^2=0$ and the second gives 3. Which is right? And if $S(\mathbf G)=0$, may I conclude that this Fourier component is absent from the self-consistent density of the real crystal?

**Answer**

Both positions are right, each with its own choice of axes, and the label $(1,1,1)$ names a different vector in each. The answer to your last question is "for some of the zeros". I start with the cell, because the rule in $h+2k$ depends on it.

**The cell and the second atom**

Take the two in-plane vectors at 120 degrees:

$$\mathbf a_1=a(1,0,0),\quad \mathbf a_2=a\left(-\tfrac12,\tfrac{\sqrt3}{2},0\right),\quad \mathbf a_3=c(0,0,1).$$

One atom is at the origin. The second lies at height $c/2$ above the centre of a triangle of first-layer atoms. The triangle with corners $0$, $\mathbf a_2$ and $\mathbf a_1+\mathbf a_2$ has its centre at one third of their sum, so

$$\boldsymbol\tau=\tfrac13\mathbf a_1+\tfrac23\mathbf a_2+\tfrac12\mathbf a_3=\left(0,\tfrac{a}{\sqrt3},\tfrac c2\right).$$

The distance between the two atoms obeys $|\boldsymbol\tau|^2=a^2/3+c^2/4$. It equals $a$ when $c/a=\sqrt{8/3}\approx1.633$, the ideal ratio. Each atom then has 12 nearest neighbours: six in its layer, three above and three below. The structure factor will not need this ratio.

The reciprocal vectors are defined by $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$, and $\mathbf G=h\mathbf b_1+k\mathbf b_2+l\mathbf b_3$ with integer $h,k,l$.

**Why a structure factor appears**

Suppose that the density is a sum of identical spherical atomic densities $g$, placed at $\mathbf R+\boldsymbol\tau_j$, where $\mathbf R$ runs over the lattice and $\boldsymbol\tau_1=0$, $\boldsymbol\tau_2=\boldsymbol\tau$. Its Fourier integral over one cell is

$$F(\mathbf G)=\int_{\rm cell}\sum_{\mathbf R,j}g(|\mathbf r-\mathbf R-\boldsymbol\tau_j|)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r .$$

Since $e^{-i\mathbf G\cdot\mathbf R}=1$, shifting the variable by $\mathbf R$ in each term leaves the exponential unchanged. The shifted cells fill all space, so the sum over $\mathbf R$ turns the cell integral into an integral over all space. Setting $\mathbf r=\mathbf r'+\boldsymbol\tau_j$ then gives

$$F(\mathbf G)=\sum_j e^{-i\mathbf G\cdot\boldsymbol\tau_j}\int g(r')\,e^{-i\mathbf G\cdot\mathbf r'}d^3r'=S(\mathbf G)\,f(\mathbf G).$$

Here $f$ describes one atom and $S$ describes where the atoms are. The same steps apply to a sum of local atomic potentials with transform $v(\mathbf G)$. In a cell of volume $\Omega$, its matrix element between the plane waves $\mathbf k+\mathbf G$ and $\mathbf k+\mathbf G'$ is $S(\mathbf G-\mathbf G')\,v(\mathbf G-\mathbf G')/\Omega$. Where $S$ vanishes, this potential does not couple the two waves directly.

**The four values**

From $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$,

$$\mathbf G\cdot\boldsymbol\tau=2\pi\left(\frac h3+\frac{2k}3+\frac l2\right)=\frac{2\pi m}{3}+\pi l,\qquad m=h+2k .$$

The ratio $c/a$ has dropped out. With $e^{-i\pi l}=(-1)^l$,

$$S=1+(-1)^l e^{-2\pi i m/3}.$$

Multiply by the complex conjugate:

$$|S|^2=\left[1+(-1)^l e^{-2\pi i m/3}\right]\left[1+(-1)^l e^{2\pi i m/3}\right].$$

The product of the two ones is 1, and the product of the two exponentials is $(-1)^{2l}=1$. The cross terms add up to $(-1)^l$ times $e^{2\pi im/3}+e^{-2\pi im/3}=2\cos(2\pi m/3)$. Hence

$$|S|^2=2+2(-1)^l\cos\frac{2\pi m}{3}.$$

For integer $m$ the cosine has two possible values: $1$ if $m$ is a multiple of three, and $-\tfrac12$ otherwise. Together with the sign $(-1)^l$ this leaves four cases:

| $h+2k$ | $l$ even | $l$ odd |
|---|---|---|
| multiple of 3 | 4 | 0 |
| not a multiple of 3 | 1 | 3 |

This is the required result. In the first row the two atoms scatter in phase or in antiphase. In the second row their phases differ by 120 degrees for even $l$, which gives $|S|=1$, and by 60 degrees for odd $l$, which gives $|S|=\sqrt3$.

The zero at $(0,0,1)$ has a simple picture. A wave of period $c$ along the axis meets two identical layers half a period apart, and their contributions cancel.

The pattern repeats when $h$ or $k$ changes by 3 or $l$ by 2, so $3\times3\times2=18$ labels cover it. The values 0, 1, 3, 4 occur 3, 6, 6 and 3 times, and their mean is

$$\frac{3\cdot0+6\cdot1+6\cdot3+3\cdot4}{18}=2 .$$

This is the number of atoms in the cell, because the interference term changes sign between even and odd $l$ and averages to zero.

**Your two sets of notes**

The position $(\tfrac13,\tfrac13,\tfrac12)$ belongs to axes at 60 degrees, with $\mathbf a_2'=\mathbf a_1+\mathbf a_2$. The same vector $\mathbf G$ then carries the labels

$$h'=\frac{\mathbf G\cdot\mathbf a_1}{2\pi}=h,\qquad k'=\frac{\mathbf G\cdot\mathbf a_2'}{2\pi}=h+k,\qquad l'=l .$$

With the second atom at $(\tfrac13,\tfrac13,\tfrac12)$ on these axes, the phase contains $h'+k'$ in place of $h+2k$. In the old labels,

$$h'+k'=2h+k=3(h+k)-(h+2k).$$

The multiple of three does not affect the phase factor, and the minus sign does not affect the cosine, so $|S|^2$ is the same for the same $\mathbf G$. The minus sign is there because this atom sits above the other kind of triangle in the first layer, which is an equally good hcp crystal.

Your vector $(1,1,1)$ on 120 degree axes is $(1,2,1)$ on 60 degree axes. Then $h'+k'=3$, and both conventions give zero. The contradiction came from comparing equal labels instead of equal vectors.

Moving the origin is harmless too. If every atom is displaced by $\mathbf d$, then $S$ is multiplied by $e^{-i\mathbf G\cdot\mathbf d}$, which has magnitude 1.

**A worked example**

Take $a=3$ Å and the ideal ratio, so $c=4.899$ Å. For $(1,0,1)$ we have $m=1$ and $\mathbf G\cdot\boldsymbol\tau=2\pi/3+\pi=5\pi/3$. Therefore

$$S=1+e^{-5\pi i/3}=1+e^{i\pi/3}=1.5+0.8660\,i,$$

$$|S|^2=1.5^2+0.8660^2=2.25+0.75=3 .$$

The length of $\mathbf G$ follows from its perpendicular parts $(1,0,0)$ and $(0,0,1)$:

$$|\mathbf G|=\sqrt{2.4184^2+1.2825^2}=2.737\ \text{Å}^{-1}.$$

Some other vectors are:

| $(h,k,l)$ | $h+2k$ | $\lvert S\rvert^2$ | $\lvert\mathbf G\rvert$ (Å$^{-1}$) |
|---|---|---|---|
| (0,0,1) | 0 | 0 | 1.283 |
| (1,0,0) | 1 | 1 | 2.418 |
| (0,0,2) | 0 | 4 | 2.565 |
| (1,1,1) | 3 | 0 | 4.381 |
| (3,0,1) | 3 | 0 | 7.368 |

The numerical check also builds a periodic density from Gaussian atoms and transforms it on a grid. The resulting $|F/f|^2$ agrees with these values of $|S|^2$.

**Does $S=0$ remove the component from the real density?**

The factorization needs the second atom to be a translated copy of the first. Spherical atoms of one species satisfy this, and the same steps go through for any shape $g(\mathbf r)$ that is the same, in the same orientation, on both sites. If the two sites hold different species, then at a phase factor of $-1$ one finds $F=f_A-f_B$, which need not vanish.

Even with one species, an atom in a crystal need not stay spherical, and in hcp its distortion can be oriented differently on the two sites. Seen along the axis, the neighbours above and below an atom of the first layer lie in three directions, one of them $+y$. For an atom of the second layer the three directions are reversed. A distortion that respects this is

$$g(r)\,[1\pm\lambda P(\mathbf r)],\qquad P(\mathbf r)=y^3-3x^2y,\qquad g(r)=e^{-r^2/2\sigma^2},$$

with the upper sign on the first atom and the lower sign on the second. Here $\lambda$ sets the strength of the three lobes.

To transform $Pg$, note that $i\,\partial/\partial G_x$ acting on $e^{-i\mathbf G\cdot\mathbf r}$ produces a factor $x$, and likewise for $y$. Since $P$ is cubic and $i^3=-i$, the transform is

$$-i\left(\partial_{G_y}^3-3\,\partial_{G_x}^2\partial_{G_y}\right)f,\qquad f\propto e^{-\sigma^2G^2/2}.$$

The derivatives are

$$\partial_{G_y}^3f=(3\sigma^4G_y-\sigma^6G_y^3)f,\qquad \partial_{G_x}^2\partial_{G_y}f=(\sigma^4G_y-\sigma^6G_x^2G_y)f .$$

In the combination above the $\sigma^4$ terms cancel, which leaves $-\sigma^6P(\mathbf G)f$. Multiplying by $-i$ gives $i\sigma^6P(\mathbf G)f$ for the transform of $Pg$. Adding the two atoms,

$$\frac{F}{f}=1+i\lambda\sigma^6P(\mathbf G)+e^{-i\mathbf G\cdot\boldsymbol\tau}\left[1-i\lambda\sigma^6P(\mathbf G)\right].$$

Where $S=0$ the phase factor is $-1$. The spherical parts cancel, but the lobes add:

$$\frac Ff=2i\lambda\sigma^6P(\mathbf G).$$

In polar form, $G_x=G_\perp\cos\theta$ and $G_y=G_\perp\sin\theta$. Because $\sin3\theta=3\cos^2\theta\sin\theta-\sin^3\theta$, this gives $P(\mathbf G)=-G_\perp^3\sin3\theta$. The Cartesian components of $\mathbf G$ are

$$G_x=\frac{2\pi}{a}h,\qquad G_y=\frac{2\pi}{a}\,\frac{h+2k}{\sqrt3}.$$

For $(0,0,1)$, $G_\perp=0$ and the component stays zero. For $(1,1,1)$, $G_y/G_x=\sqrt3$, so $\theta=60$ degrees, $\sin3\theta=0$, and it again stays zero. For $(3,0,1)$, $G_y/G_x=1/\sqrt3$, so $\theta=30$ degrees and $\sin3\theta=1$: the component appears.

With $\sigma=0.36$ Å and $\lambda=0.07407$ Å$^{-3}$, its size follows from

$$G_\perp=\sqrt{7.3677^2-1.2825^2}=7.255\ \text{Å}^{-1},$$

$$\left|\frac Ff\right|=2(0.07407)(0.36)^6(7.255)^3\approx0.123 .$$

The grid transform of the lobed density gives the same 0.123. This number reflects the chosen $\lambda$ and is not a prediction for a particular metal.

**Which zeros are protected**

The lobed crystal is unchanged by a glide: reflect $y\to a/\sqrt3-y$ and move $z\to z+c/2$. This exchanges the two layers, and the reflection reverses $P$, as the opposite lobes require. Use the glide as a change of variable in $F(\mathbf G)$ for a vector with $G_y=0$. The reflection does not alter $\mathbf G\cdot\mathbf r$, while the shift adds $(2\pi l/c)(c/2)=\pi l$. Hence

$$F(\mathbf G)=(-1)^lF(\mathbf G),$$

and $F=0$ for odd $l$. This argument uses the symmetry of the density and not the shape of the atoms.

The condition $G_y=0$ means $h=-2k$. The crystal also has a threefold axis through each atom. Rotation by 120 degrees carries $(2n,-n,l)$ into $(-n,2n,l)$ and then into $(-n,-n,l)$, so the zeros with $h=k$ and with $k=-2h$ are protected as well. The vector $(3,0,1)$ belongs to none of these families.

For your calculation, then, a self-consistent density with the full hcp symmetry has no $(0,0,1)$ or $(1,1,1)$ component, apart from numerical error. A nonzero $(3,0,1)$ component is allowed and does not by itself indicate a mistake. Do not delete Fourier components of the self-consistent density or potential merely because $S(\mathbf G)=0$.

## Computed values

```
lattice constant a = 3.000 angstrom
ideal ratio c/a = 1.63299
lattice constant c = 4.8990 angstrom
nearest neighbours: 12 at 3.0000 angstrom
Gaussian width sigma = 0.360 angstrom
lobe strength lam = 0.07407 angstrom^-3
grid points along each cell vector = 30
|F/f|^2 is from the numerical transform of spherical atoms
 h  k  l  h+2k    Re S     Im S   |S|^2  |F/f|^2  |G| (1/angstrom)
 0  0  1    0    0.0000   0.0000  0.0000   0.0000    1.2825
 1  0  0    1    0.5000  -0.8660  1.0000   1.0000    2.4184
 0  0  2    0    2.0000   0.0000  4.0000   4.0000    2.5651
 1  0  1    1    1.5000   0.8660  3.0000   3.0000    2.7374
 1  0  2    1    0.5000  -0.8660  1.0000   1.0000    3.5254
 1  1  0    3    2.0000   0.0000  4.0000   4.0000    4.1888
 1  0  3    1    1.5000   0.8660  3.0000   3.0000    4.5446
 1  1  1    3    0.0000   0.0000  0.0000   0.0000    4.3807
 2  0  0    2    0.5000   0.8660  1.0000   1.0000    4.8368
 1  1  2    3    2.0000   0.0000  4.0000   4.0000    4.9118
 2  0  1    2    1.5000  -0.8660  3.0000   3.0000    5.0040
 3  0  1    3    0.0000   0.0000  0.0000   0.0000    7.3677
|S|^2 = 0: 3 of 18 labels in one period
|S|^2 = 1: 6 of 18 labels in one period
|S|^2 = 3: 6 of 18 labels in one period
|S|^2 = 4: 3 of 18 labels in one period
mean |S|^2 over one period = 2.0000
lobed atoms, |F/f| (dimensionless):
  (0, 0, 1): 0.00000
  (1, 1, 1): 0.00000
  (3, 0, 1): 0.12316
  formula for (3, 0, 1): 0.12316
```
